# Why nonuniform doping breaks the universal surface-field–surface-potential relation

Consider two metal–oxide–silicon capacitors on p-type silicon. One substrate is uniformly doped. The other has the same doping at the surface and deep inside, but an implant has left extra acceptors in a buried layer. Each gate is biased until the surface potential is 0.80 V. The surfaces then have the same acceptor, electron and hole densities, yet the surface fields are 0.219 and 0.299 MV/cm. For uniform doping the potential fixes the field. What has been lost in the second capacitor?

## The field equation and its first integral

Let $x>0$ be the depth into the silicon and $\psi(x)$ the potential measured from the neutral deep bulk, where $\psi$ and $E=-\psi'$ vanish. A prime on a function of $x$ means $d/dx$. Assume thermal equilibrium, one dimension, Boltzmann carriers and fully ionized acceptors $N(x)$ that tend to $N_b$ at depth. With $V_t=k_BT/q$,

$$p=N_b e^{-\psi/V_t},\qquad n=n_b e^{\psi/V_t},\qquad n_b=\frac{n_i^2}{N_b}.$$

These hold for nonuniform doping too, because the Fermi level is flat. Setting the bulk hole density to $N_b$ neglects $n_b$ beside $N_b$. Both profiles have the same $N_b$, so their potentials have the same zero.

The charge density is $q(p-n-N)$, and Poisson's equation reads

$$\psi''=\frac{q}{\varepsilon}\,[N(x)+n(\psi)-p(\psi)].$$

Multiply by $\psi'$ and integrate from the surface to the bulk. The left side is

$$\int_0^\infty \psi'\psi''\,dx=\left[\tfrac12\psi'^2\right]_0^\infty=-\tfrac12E_s^2 .$$

The right side has three contributions.

**Electrons.** Since $n$ depends on $x$ through $\psi$ alone, the variable can be changed:

$$\int_0^\infty n\psi'\,dx=\int_{\psi_s}^0 n_be^{\psi/V_t}d\psi=-V_tn_b\left(e^{\psi_s/V_t}-1\right).$$

**Holes.** In the same way,

$$\int_0^\infty p\psi'\,dx=\int_{\psi_s}^0N_be^{-\psi/V_t}d\psi=V_tN_b\left(e^{-\psi_s/V_t}-1\right).$$

**Acceptors.** Here the integral is $\int N(x)\psi'dx=-\int N(x)E\,dx$, and $N$ depends on $x$ itself.

Inserting all three, with the minus sign in front of $p$, and multiplying by $-2$ gives

$$E_s^2=\frac{2q}{\varepsilon}\left[\int_0^\infty NE\,dx+V_tN_b(e^{-\psi_s/V_t}-1)+V_tn_b(e^{\psi_s/V_t}-1)\right].$$

## The step that fails

For constant doping, $\int N_bE\,dx=N_b\psi_s$, and the bracket becomes a function of $\psi_s$:

$$F^2(\psi_s)=\frac{2q}{\varepsilon}\left[N_b\psi_s+V_tN_b(e^{-\psi_s/V_t}-1)+V_tn_b(e^{\psi_s/V_t}-1)\right].$$

The field is $E_s=F(\psi_s)$, with $F$ given the sign of $\psi_s$. This is the universal relation for a given doping, temperature and semiconductor.

The failed step is taking $N$ outside the integral, $\int N(x)\psi'dx=N\int d\psi$. For varying doping the product rule gives instead

$$N\psi'=(N\psi)'-\psi N'.$$

The first term integrates to end values. The second needs $\psi$ throughout the region where the doping changes, so it needs the solution itself. With $\Delta N=N-N_b$, the correct relation is

$$E_s^2=F^2(\psi_s)+\frac{2q}{\varepsilon}\int_0^\infty\Delta N\,E\,dx .$$

If $\Delta N$ vanishes at the surface and at depth, integration by parts turns the last integral into $\int\psi N'dx$. For a buried bump in depletion, the rising flank lies nearer the surface, where $\psi$ is larger, and outweighs the falling flank.

There is a mechanical reading. In equilibrium the electric force on each carrier species balances a pressure gradient: $qpE=k_BTp'$ for holes and $-qnE=k_BTn'$ for electrons. Those pressures are fixed by the local potential, so their total depends on end values. The force on the acceptors, $-qNE$ per unit volume, is held by the lattice. Its total depends on where the acceptors sit in the field.

## Equal surfaces, different fields: a proof

Call the uniform profile U. Profile B adds

$$\Delta N=A\cos^2\frac{\pi(x-d)}{2a}\quad\text{for }|x-d|<a,$$

and zero elsewhere, with $d>a$. Hold $\psi_s$ equal in both and let $w=\psi_B-\psi_U$, which vanishes at the surface and at depth. Subtract the two Poisson equations. Since $n-p$ increases with $\psi$, the difference of its two values is a positive factor times $w$, so

$$w''=c(x)w+\frac q\varepsilon\Delta N,\qquad c(x)>0 .$$

Let $G$ solve $G''=cG$ with $G(0)=1$ and $G\to0$ at depth. Such a decaying solution exists because $c$ tends to the positive constant $qN_b/(\varepsilon V_t)$, up to the neglected $n_b$. It cannot become negative: at a negative minimum $G''\ge0$, whereas $cG<0$. Nor can it touch zero, for then $G$ and $G'$ would vanish together and $G$ would be zero everywhere. Hence $G>0$.

Now form $Gw''-wG''=(q/\varepsilon)G\Delta N$, in which the terms with $c$ cancel. The left side is the derivative of $Gw'-wG'$. Integrating, with $w(0)=0$ and $G(0)=1$, gives $-w'(0)$, which is the field difference:

$$E_B-E_U=\frac q\varepsilon\int_0^\infty G(x)\,\Delta N(x)\,dx>0 .$$

Within this model, added acceptors therefore raise the signed surface field at every fixed $\psi_s$, and a buried dip lowers it. If $\Delta N$ has both signs, the integral may happen to vanish. Nonuniformity removes the guarantee of equal fields; it does not forbid a coincidence.

## Weighing the contributions

The example uses $N_b=2\times10^{17}$ cm⁻³, $A=5\times10^{17}$ cm⁻³, $d=20$ nm, $a=15$ nm and 300 K, where $V_t=25.85$ mV. At $\psi_s=0.80$ V the surface electron density is $1.38\times10^{16}$ cm⁻³. The terms in the bracket, in units of $10^{17}$ V cm⁻³, are:

- background acceptors: $2\times0.80=1.600$;
- holes: $-0.02585\times2=-0.052$, since $e^{-\psi_s/V_t}$ is negligible;
- electrons: $0.02585\times0.138=0.004$;
- buried acceptors: $1.345$.

The last entry comes from the numerical solution. The average of $N$ over the potential drop, $\int NE\,dx/\psi_s$, is $3.681\times10^{17}$ cm⁻³, and $(3.681-2)\times0.80=1.345$. The carriers hardly matter here, while the buried acceptors contribute 84% as much as the background. The squared field rises from 0.0480 to $0.0480+0.0416=0.0896$ (MV/cm)², so the field rises by a factor 1.37.

The correct relation can also be integrated from any depth $x$ instead of the surface:

$$E^2(x)=F^2(\psi(x))+\frac{2q}{\varepsilon}\int_x^\infty\Delta N\,E\,dx' .$$

This shows where the universal curve is left. At 35 nm, the lower edge of the bump, the field of B is 0.075 MV/cm, equal to $F$ at the local potential. At 20 nm it is 0.179 MV/cm, while $F$ is 0.128 MV/cm. The excess in the squared field is then $0.0321-0.0163=0.0158$ (MV/cm)², or 38% of its surface value. The shallower half of the bump, with the same dose, supplies the other 62%; its share is larger because it lies in a stronger field. Between the surface and 5 nm the doping is again $N_b$, but the accumulated excess remains.

## Depletion: dose and depth

A closed formula follows when the bump, of dose $D=\int\Delta N\,dx$ and centroid $d$, lies where carriers are negligible. Let $b$ be its lower edge. Below $b$ the universal relation holds. For $\psi(b)$ several times $V_t$ and few electrons it reduces to $E^2(b)=(2qN_b/\varepsilon)[\psi(b)-V_t]$. Define $W$ by $E(b)=(qN_b/\varepsilon)(W-b)$. Then

$$\psi(b)-V_t=\frac{qN_b}{2\varepsilon}(W-b)^2 .$$

Between the surface and $b$, Gauss's law gives $E(x)=E(b)+(q/\varepsilon)\int_x^bN\,dx'$. At $x=0$ this is

$$E_s=\frac q\varepsilon\left[N_b(W-b)+N_bb+D\right]=\frac q\varepsilon(N_bW+D).$$

Integrating $E(x)$ from 0 to $b$, and exchanging the order of the double integral, gives

$$\psi_s-\psi(b)=bE(b)+\frac q\varepsilon\int_0^bxN\,dx=\frac q\varepsilon\left[N_bb(W-b)+\tfrac12N_bb^2+Dd\right].$$

Add the expression for $\psi(b)-V_t$. Because $(W-b)^2+2b(W-b)+b^2=W^2$,

$$\psi_s-V_t=\frac{q}{\varepsilon}\left[\tfrac12N_bW^2+Dd\right].$$

The field measures the total dopant charge; the potential measures its first moment. Setting $D=0$ defines the uniform width $W_0$, so at equal $\psi_s$

$$W_0^2-W^2=\frac{2Dd}{N_b},\qquad W_0-W=\frac{2Dd}{N_b(W_0+W)} .$$

The field difference is the added charge less the charge lost as the depletion edge retreats:

$$E_B-E_U=\frac q\varepsilon[D-N_b(W_0-W)]=\frac{qD}{\varepsilon}\left[1-\frac{2d}{W_0+W}\right].$$

The dose is $D=Aa=7.5\times10^{11}$ cm⁻², since $\cos^2$ averages one half over the width $2a$. Then $2Dd/N_b=1500$ nm². With $W_0=70.75$ nm, $W=\sqrt{5006-1500}=59.2$ nm. The prefactor $qD/\varepsilon$ is 0.116 MV/cm and the bracket is $1-40/130=0.692$, which gives 0.080 MV/cm, in agreement with the numerical solution. A very shallow bump would contribute its full dose; a deeper one is offset more by the retreat of the edge.

## Other surface potentials

| $\psi_s$ (V) | $E_U$ (MV/cm) | $E_B$ (MV/cm) |
|---:|---:|---:|
| −0.10 | −0.262 | −0.259 |
| 0.00 | 0.000 | 0.011 |
| 0.40 | 0.152 | 0.212 |
| 0.80 | 0.219 | 0.299 |
| 0.90 | 0.244 | 0.324 |

At zero surface potential the uniform sample is field-free, but B is not: equal potential at the surface and in the bulk does not mean flat bands between them. At −0.10 V, in accumulation, the signed field still rises, so its magnitude falls. The change is small because holes screen the bump: where they are not depleted, $c$ is large and $G$ decays quickly. This already limits the difference to 0.011 MV/cm at zero surface potential; the additional holes at −0.10 V increase $c$ further and reduce it to 0.003 MV/cm. At −0.10 V the surface holes are dense enough for Boltzmann statistics to overstate both field magnitudes by about 3%; with a valence-band effective density of $3\times10^{19}$ cm⁻³, Fermi–Dirac statistics give −0.255 and −0.252 MV/cm, with the difference still 0.003 MV/cm. Including incomplete ionization as well, for an acceptor level 45 meV above the valence band, gives −0.245 and −0.242 MV/cm, and lowers the difference at zero surface potential from 0.011 to 0.010 MV/cm. All these values treat the holes classically. At −0.10 V the accumulation layer is only about 1 nm thick, and quantum confinement is the larger correction. A single-band estimate with a hard wall and a hole mass of 0.3 to 0.5 electron masses lowers both magnitudes to about 0.14–0.16 MV/cm, with the difference still 0.003 MV/cm. It also gives the uniform sample a field of about 0.005 MV/cm at zero surface potential, where the difference stays at 0.011 MV/cm.

In strong inversion the electron term grows as $e^{\psi_s/V_t}$. When $E\ge0$ throughout, the buried-acceptor integral is at most $A\psi_s$. The ratio $E_B/E_U$ then tends to one within Boltzmann statistics, although the dopant term remains.

The averaged doping of B is 3.77, 3.68 and $3.63\times10^{17}$ cm⁻³ at 0.4, 0.8 and 0.9 V. One value could serve as an approximation over this range, but it belongs to this profile and must be found from its solution.

## What it means for a transistor

The parameters are rough values for a bulk n-channel transistor with a retrograde channel implant, whose acceptors peak below the surface. With a 2 nm oxide, equal gate work functions and no interface charge, continuity of displacement makes the oxide field $11.7/3.9=3$ times the silicon field. At equal $\psi_s$ the gate voltages differ by $3\times0.0802$ MV/cm $\times$ 2 nm $=48$ mV. The charge difference is 0.083 µC/cm².

Some neglected effects are small at this fixed potential. Allowing incomplete ionization leaves 88% of the acceptors ionized in the neutral bulk, but the field difference stays at 0.080 MV/cm. At 358 K, with the gap held fixed, it is 0.079 MV/cm. Electrons carry about 0.06% of the charge in B, so surface quantization, with an estimated lowest level 78 meV above the band edge for a (100) surface (triangular well, mass 0.92 electron masses), has little effect on this field; it matters more in strong inversion.

Small gates are different. Under a 50 nm square gate the bump holds about 19 atoms. Random dopant numbers give the laterally averaged field of B an estimated standard deviation of 0.026 MV/cm, a third of the difference sought. The depletion widths also exceed the gate length, so source and drain would share the depletion charge and the one-dimensional assumption fails. That correction is not calculated here and need not be small. The 48 mV therefore applies to a wide capacitor or a long channel, not to a 50 nm transistor. The remaining values are in the numerical output.

## Table of computed values

```
temperature 300 K, thermal voltage 25.85 mV
relative permittivity Si 11.7, oxide 3.9
intrinsic density 1.0e+10 cm^-3, gap 1.12 eV
surface doping U 2.00e+17, B 2.00e+17 cm^-3
deep doping U 2.00e+17, B 2.00e+17 cm^-3
peak doping of B 7.00e+17 cm^-3
bump centre 20.0 nm, half-width 15.0 nm
bump dose 7.500e+11 cm^-2
surface potential 0.80 V
twice bulk Fermi potential 0.869 V
surface electron density, both 1.38e+16 cm^-3
surface field U 0.2191 MV/cm
universal F at this potential 0.2191 MV/cm
surface field B 0.2993 MV/cm
field difference B-U 0.0802 MV/cm, ratio B/U 1.366
F^2 0.04800 (MV/cm)^2
dopant term 0.04159 (MV/cm)^2
field squared of B 0.08959 (MV/cm)^2
surface field with buried dip 0.1940 MV/cm
lowest doping in the dip 5.00e+16 cm^-3
scan: potential V, field U, field B in MV/cm
  -0.10   -0.2622   -0.2592
   0.00    0.0000    0.0112
   0.40    0.1521    0.2122
   0.80    0.2191    0.2993
   0.90    0.2436    0.3235
potential-averaged doping of B at 0.4 V: 3.770e+17 cm^-3
potential-averaged doping of B at 0.8 V: 3.681e+17 cm^-3
potential-averaged doping of B at 0.9 V: 3.628e+17 cm^-3
profile B: depth nm, potential V, field, F(potential) in MV/cm
   50   0.0370   0.0327   0.0327
   35   0.1164   0.0750   0.0750
   20   0.2895   0.1793   0.1277
    0   0.8000   0.2993   0.2191
depletion widths U 70.75 nm, B 59.21 nm
depletion-formula difference 0.0803 MV/cm
surface charge magnitude U 0.2270, B 0.3101 uC/cm2
oxide 2.0 nm, gate-voltage difference 48.1 mV
ionized bulk fraction (level 45 meV) 0.882
difference with incomplete ionization 0.0802 MV/cm
difference at 358 K 0.0791 MV/cm
bump atoms under 50 nm square gate 18.7
random-dopant spread of field B 0.0264 MV/cm
electron share of charge B 0.062 percent
surface quantum level 78 meV above band edge
hole degeneracy correction 0.24 percent
gap minus band bending 0.32 eV
drain-junction field at 2 V drop 0.66 MV/cm
```
